# Charge transition levels and Kohn-Sham eigenvalues of an oxygen vacancy

## The result

The thermodynamic transition level of a defect is the Fermi energy at which the formation energies of two charge states are equal. Let the state with the larger positive charge hold $N-1$ electrons in the defect orbitals and the other hold $N$, with relaxed geometries $R_{N-1}$ and $R_N$. The level, measured from the valence band maximum $E_v$, is

$$
L_N=E(N,R_N)-E(N-1,R_{N-1})-E_v. \tag{1}
$$

Let $e(f;R)$ be the Kohn-Sham eigenvalue, also measured from $E_v$, of the orbital being filled when it holds a fraction $f$ of the $N$th electron. Then

$$
L_N=\int_0^1 e(f;R_f)\,df=e(1;R_N)-C_N+\lambda_{N-1}. \tag{2}
$$

Here $R_f$ is the geometry relaxed at occupation $f$, $C_N$ measures how the eigenvalue changes with filling at fixed geometry, and $\lambda_{N-1}$ is the relaxation energy after the electron has left. The level and the filled eigenvalue therefore differ unless $C_N=\lambda_{N-1}$. Equality is possible, either because both terms vanish or because they cancel.

The algebra uses atomic units; numerical values are in eV and angstrom. Energies are taken at zero temperature, without vibrational energy, for a defect so dilute that its copies do not interact.

## Where the formation energies cross

To make an oxygen vacancy of charge $q$, one oxygen atom goes to a reservoir at chemical potential $\mu_O$, and $q$ electrons go to a reservoir at energy $E_v+E_F$. The products must be counted, so both terms enter with a plus sign:

$$
E_f(q)=E_{\rm tot}(q)-E_{\rm host}+\mu_O+q(E_v+E_F)\equiv A_q+qE_F. \tag{3}
$$

Each charge gives a straight line of slope $q$. Setting $A_q+qE_F=A_{q'}+q'E_F$ and collecting $E_F$ gives

$$
L(q/q')=\frac{A_q-A_{q'}}{q'-q}. \tag{4}
$$

The terms $\mu_O$ and $E_{\rm host}$ are common to both lines and cancel. For $q'=q-1$ the denominator is $-1$, so $L=A_{q-1}-A_q$. The lower charge has one more electron, and the terms in $E_v$ contribute $(q-1)E_v-qE_v=-E_v$. This is equation (1). Below the level the more positive charge is stable, because its line has the larger slope.

For charges 2+, + and 0, equation (4) gives

$$
L(2{+}/0)=\frac{A_0-A_{2+}}{2}=\frac{L(2{+}/{+})+L({+}/0)}{2}.
$$

At this Fermi energy the + state lies relative to the neutral one by

$$
E_f(+)-E_f(0)=L(2{+}/0)-L(+/0)=-\tfrac12\left[L(+/0)-L(2{+}/{+})\right].
$$

If the bracket is positive, the + state has a stable window. If it is negative, the defect passes directly from 2+ to 0.

At temperature $T$, independent defects in equilibrium have populations proportional to $g_q e^{-E_f(q)/k_BT}$, with $g_q$ the degeneracy. Since $E_f(+)-E_f(0)=E_F-L(+/0)$, these two populations are equal at $E_F=L(+/0)+k_BT\ln(g_+/g_0)$. The crossing of energies and the point of equal population coincide when the degeneracies are equal or $T\to0$.

### A model vacancy

The numbers below belong to a spherical model with round parameters, not to a named oxide. The vacancy holds $n=0,1,2$ electrons and has charge $q=2-n$. They move in

$$
v_R(r)=-\frac{2}{\kappa}\frac{\operatorname{erf}(r/R)}{r}-D\,e^{-r^2/b^2}.
$$

The first term is the missing charge of $2e$, spread over a breathing radius $R$ and screened by $\kappa=3$. The second is a fixed short-range well with $D=6$ eV and $b=2$ angstrom. Hartree and local spin-density exchange energies are divided by $\kappa$; correlation is omitted. The lattice energy is $\frac12K(R-R_0)^2$, with $K=6$ eV/angstrom² and $R_0=2$ angstrom. The conduction band minimum is the energy zero and the gap is 7 eV, so $E_v=-7$ eV.

The relaxed energies are $0$, $-4.920$ and $-7.798$ eV for 2+, + and 0. Three decimals are kept so that sums can be followed; halving the radial grid step moves the levels by less than 0.0005 eV and the remaining grid error in the quoted energies is about 0.001 eV, but the model itself has no such accuracy as a description of an oxide. The radii are 2.000, 1.737 and 1.451 angstrom. The contraction follows from

$$
\frac{\partial v_R}{\partial R}=\frac{4}{\kappa\sqrt\pi\,R^2}e^{-r^2/R^2}>0:
$$

an electron lowers its energy when the positive charge moves inward.

With a constant of 16 eV for removing the oxygen and placing two electrons at the band minimum, and $\mu_O=0$, the intercepts are

$$
\begin{aligned}
A_{2+}&=16-2(7)=2.000\ {\rm eV},\\
A_+&=16-4.920-7=4.080\ {\rm eV},\\
A_0&=16-7.798=8.202\ {\rm eV}.
\end{aligned}
$$

Thus $L(2{+}/{+})=4.080-2.000=2.080$ eV (0.0764 hartree) and $L(+/0)=8.202-4.080=4.122$ eV (0.1515 hartree). A scan for the lowest formation energy finds the charge changes at these values, also when $\mu_O=-2$ eV lowers all three lines. The + state is stable over a window of 2.042 eV.

## First derivation: fill at fixed geometry, then relax

Take a functional of the spin densities. At fixed nuclei,

$$
E=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2+v_R|\phi_i\rangle+E_{\rm int}[\rho_\uparrow,\rho_\downarrow]+E_{\rm lat}(R),
$$

where $\rho_\sigma=\sum_{i\in\sigma}f_i|\phi_i|^2$. The orbitals are normalized and satisfy $h_\sigma\phi_i=\varepsilon_i\phi_i$, with $h_\sigma=-\frac12\nabla^2+v_R+\delta E_{\rm int}/\delta\rho_\sigma$.

Change one occupation $f_j$ and keep the others. The explicit change of the one-electron energy and of the density together give $\langle\phi_j|h_\sigma|\phi_j\rangle=\varepsilon_j$. The orbitals also respond, which adds

$$
\sum_i f_i\left[\left\langle\frac{d\phi_i}{df_j}\middle|h_\sigma\phi_i\right\rangle+\left\langle h_\sigma\phi_i\middle|\frac{d\phi_i}{df_j}\right\rangle\right]
=\sum_i f_i\varepsilon_i\frac{d}{df_j}\langle\phi_i|\phi_i\rangle=0.
$$

The last step uses normalization. What remains is Janak's theorem,

$$
\left.\frac{\partial E}{\partial f_j}\right|_R=\varepsilon_j. \tag{5}
$$

An eigenvalue is thus a slope of the energy, whereas a charge level is a finite difference. Integrating (5) while the $N$th electron enters, and subtracting $E_v$, gives

$$
E(N,R)-E(N-1,R)-E_v=\int_0^1e(f;R)\,df. \tag{6}
$$

The level (1) has different geometries in its two terms. Add and subtract $E(N-1,R_N)$:

$$
\begin{aligned}
L_N={}&\left[E(N,R_N)-E(N-1,R_N)-E_v\right]\\
&+\left[E(N-1,R_N)-E(N-1,R_{N-1})\right].
\end{aligned}
$$

The first bracket is (6) at $R=R_N$. The second is $\lambda_{N-1}\ge0$, since $R_{N-1}$ minimizes the energy with $N-1$ electrons. With

$$
C_N=e(1;R_N)-\int_0^1e(f;R_N)\,df
$$

this becomes $L_N=e(1;R_N)-C_N+\lambda_{N-1}$, the second form in (2).

Adding and subtracting $E(N,R_{N-1})$ instead starts from the empty orbital:

$$
L_N=e(0;R_{N-1})+C'_N-\lambda_N, \tag{7}
$$

where

$$
\begin{aligned}
C'_N&=\int_0^1e(f;R_{N-1})\,df-e(0;R_{N-1}),\\
\lambda_N&=E(N,R_{N-1})-E(N,R_N)\ge0.
\end{aligned}
$$

The sign of $\lambda_N$ is reversed in (7) because relaxation now follows the arrival of the electron and lowers the final energy. The two fixed-geometry energy differences enclose the thermodynamic level: the one at $R_N$ lies below it by $\lambda_{N-1}$, and the one at $R_{N-1}$ lies above it by $\lambda_N$.

### Reading the numbers

For 2+/+, the filled eigenvalue is 2.786 eV, and

$$
2.786-0.913+0.207=2.080\ {\rm eV}.
$$

For +/0, the same decomposition reads

$$
4.715-0.792+0.199=4.122\ {\rm eV}.
$$

The filled eigenvalues lie above the levels by 0.706 and 0.593 eV. In both cases the curvature part is larger than the relaxation part and has the opposite effect.

The empty eigenvalues give a different picture. For 2+/+ the value is 2.072 eV, within 0.008 eV of the level, because a curvature part of 0.182 eV is nearly cancelled by a relaxation energy of 0.175 eV. For +/0 the empty eigenvalue is 4.177 eV, above the level by 0.055 eV; the two parts are 0.108 and 0.162 eV. This close agreement is a cancellation between an electronic and a lattice quantity, so it is accidental and shifts with either one. Raising $K$ to 8 eV/angstrom², for example, puts the 2+/+ empty eigenvalue 0.057 eV below its level and the +/0 one only 0.008 eV below.

The difference between the filled and empty sides can be traced to local exchange. Freeze the shape of the orbital being filled and the other electron. The Hartree self-energy is then $\frac12Jf^2$, and the exchange energy of this spin is $-af^{4/3}$, with $J,a>0$. Differentiation gives

$$
e(f)=e_0+Jf-\tfrac43af^{1/3},\qquad \int_0^1e\,df=e_0+\tfrac12J-a.
$$

Hence the end value exceeds the average by $\frac12J-\frac13a$, while the average exceeds the starting value by $\frac12J-a$. The filled-side curvature part is larger by $\frac23a$. This explains the sign of the asymmetry; the frozen orbital does not determine its full size, since real orbitals respond and the two sides use different geometries.

## Second derivation: let the lattice follow the electron

The second route never separates filling from relaxation. Define the energy minimized over geometry at each occupation,

$$
G(f)=\min_R E(N-1+f,R)=E(N-1+f,R_f).
$$

Its endpoints are the two energies in (1), so $L_N=G(1)-G(0)-E_v$. Along the path,

$$
\frac{dG}{df}=\frac{\partial E}{\partial f}+\frac{\partial E}{\partial R}\frac{dR_f}{df}=\frac{\partial E}{\partial f},
$$

because the force $-\partial E/\partial R$ vanishes at $R_f$. By (5) the remaining slope is the eigenvalue at that occupation and geometry. Integration gives

$$
L_N=\int_0^1\bar e(f)\,df,\qquad \bar e(f)=e(f;R_f). \tag{8}
$$

No separate relaxation energy appears: its effect is contained in the changing eigenvalue. For the model vacancy the averages along the relaxed path are 2.080 and 4.122 eV. They agree with the total-energy levels within the tested tolerance of $10^{-4}$ eV.

To compare the level with the filled eigenvalue, integrate (8) by parts:

$$
L_N=\left[f\bar e\right]_0^1-\int_0^1f\frac{d\bar e}{df}\,df,
$$

so that

$$
\bar e(1)-L_N=\int_0^1f\frac{d\bar e}{df}\,df. \tag{9}
$$

The slope has an electronic and a lattice part. Write $U=\partial e/\partial f$ at fixed geometry and $k=\partial^2E/\partial R^2$. Differentiating the force condition $\partial E/\partial R=0$ along the path gives

$$
\frac{\partial e}{\partial R}+k\frac{dR_f}{df}=0,
$$

where the mixed derivative of $E$ has been written as $\partial e/\partial R$. Consequently

$$
\frac{d\bar e}{df}=U+\frac{\partial e}{\partial R}\frac{dR_f}{df}
=U-k\left(\frac{dR_f}{df}\right)^2. \tag{10}
$$

At a minimum with $k>0$, any displacement of the lattice along the path lowers the slope. Equations (9) and (10) express the same difference as $C_N-\lambda_{N-1}$, but distribute it along the path.

### The linear-coupling limit

The correspondence is explicit if $U$ and $k$ are constant and the coupling is linear. With $x=R-R_{N-1}$, take

$$
E=E_0+\varepsilon_0f+\tfrac12Uf^2+gfx+\tfrac12kx^2.
$$

Zero force gives $x_f=-gf/k$. The relaxation energy after removal is $\lambda=\frac12kx_1^2=g^2/(2k)$. After addition it is $-(gx_1+\frac12kx_1^2)=g^2/(2k)$, the same value. The relaxed eigenvalue is

$$
\bar e(f)=\varepsilon_0-E_v+(U-2\lambda)f,
$$

and its average is

$$
L=\varepsilon_0-E_v+\tfrac12U-\lambda.
$$

The filled eigenvalue lies above $L$ by $\frac12U-\lambda$, and the empty one lies below it by the same amount. All three coincide when $U=2\lambda$. In this limit the eigenvalue at half occupation equals the level, since the average of a linear function is its midpoint value.

The model vacancy is not in this limit: its filled and empty eigenvalues are not symmetric about the level. Half occupation nevertheless gives 2.024 and 4.068 eV, below the levels by 0.056 and 0.054 eV. The frozen-orbital expression accounts for the sign. At $f=\frac12$ its exchange part is $-\frac43 2^{-1/3}a=-1.058a$, against an average of $-a$; the Hartree parts are equal. The estimate is therefore low by $0.058a$. For 2+/+, equating $\frac23a$ to the difference of the curvature parts, $0.913-0.182=0.731$ eV, gives an effective $a\approx1.1$ eV, which also absorbs orbital response and the change of geometry. The error estimated from it is about 0.06 eV, of the size found.

### One electron without self-interaction

The gap between level and eigenvalue does not come from self-interaction alone. For one electron, let exchange cancel the Hartree self-energy. Then

$$
E(f,R)=f\,\varepsilon(R)+E_{\rm lat}(R),
$$

and the eigenvalue at fixed $R$ is independent of $f$. Both curvature parts vanish. The level is

$$
L_1=\varepsilon(R_1)-E_v+E_{\rm lat}(R_1)-E_{\rm lat}(R_0).
$$

Since $R_0$ minimizes the lattice energy, $L_1\ge\varepsilon(R_1)-E_v$. Since $R_1$ minimizes the one-electron total energy, $L_1\le\varepsilon(R_0)-E_v$. If the two minima are unique and distinct, both inequalities are strict.

In the model the filled eigenvalue, the level and the empty eigenvalue are 1.673, 1.890 and 2.072 eV. The separations, 0.217 and 0.182 eV, are relaxation energies. The empty eigenvalue is the same as with local exchange, because an empty vacancy has no electron density, yet its near agreement with the level has gone. This confirms that the earlier agreement depended on the functional's curvature.

## What each derivation assumes

Both derivations require normalized, self-consistent orbitals, an energy that can be integrated through fractional occupation, and the same $E_v$ for energies and eigenvalues. Neither requires the functional to be accurate. They relate the total energies of a functional to its own eigenvalues, so their agreement does not measure the error of either against a real oxide.

The first derivation uses two integer-charge geometries and fractional filling at one of them. The lattice need not have a continuous path between them. It therefore remains valid when a change of charge moves an atom into a different potential minimum. Its relaxation energies are nonnegative provided that each endpoint is the lowest-energy geometry for its charge; with a metastable endpoint, a relaxation energy can become negative.

The second derivation requires zero force at every occupation. If the lowest minimum changes at some $f$, the two minima have equal energy there, so $G$ remains continuous and (8) can be integrated piece by piece. The eigenvalue may jump, however, and (9) must then include the jump. Remaining in a metastable minimum can lead to the wrong endpoint and hence to a different level. Equation (10) further needs a smooth path with $k>0$ and a finite $U$. With local exchange, the term $-\frac43af^{1/3}$ in the eigenvalue contributes $-\frac49af^{-2/3}$ to $U$, which diverges as an empty orbital begins to fill. Equation (10) then holds only for $f>0$. The integral in (9) stays finite, because the factor $f$ turns this contribution into one proportional to $f^{1/3}$.

The routes also answer different physical questions on the way to the same level. The first isolates the energy differences for an electron that moves while the nuclei stand still. For removal from the + vacancy to the conduction band minimum, the fixed-geometry energy is $7-1.873=5.127$ eV; the relaxed energy is $7-2.080=4.920$ eV. The second gives the relaxed energy directly but not this distinction.

In a periodic calculation, eigenvalue integration reproduces the energy difference of the finite cell, provided the eigenvalue is averaged over the sampled k-points of the defect band and eigenvalues, total energies and $E_v$ share one zero of the potential. If the total energies receive finite-size corrections $\Delta_N$ and $\Delta_{N-1}$, then $\Delta_N-\Delta_{N-1}$ must be added to the integral as well. The model vacancy is isolated and has no such term. It also has a single breathing coordinate, no correlation energy and a prescribed band gap. Its numerical output illustrates the relation between levels and eigenvalues under those conditions, not the defect levels of a particular material.

## Numbers as computed

```
Dielectric constant: 3.0  missing charge (e): 2.0
Empty radius, well range (angstrom): 2.0 2.0
Well depth, band gap (eV): 6.0 7.0
Stiffness (eV/angstrom^2): 6.0
Removal energy constant (eV): 16.0
Charge +2: E = 0.000 eV, R = 2.000 angstrom
Charge +1: E = -4.920 eV, R = 1.737 angstrom
Charge +0: E = -7.798 eV, R = 1.451 angstrom
mu_O = 0.0 eV: E_f at VBM for 2+, +, 0 = 2.000, 4.080, 8.202 eV
  scanned charge changes = 2.080, 4.122 eV
mu_O = -2.0 eV: E_f at VBM for 2+, +, 0 = 0.000, 2.080, 6.202 eV
  scanned charge changes = 2.080, 4.122 eV
Crossing 2+/0 = 3.101 eV
Level spacing = 2.042 eV
Transition 2+/+: level = 2.080 eV = 0.07644 hartree
  relaxed-path eigenvalue average = 2.080 eV
  filled eigenvalue = 2.786 eV
  filled minus level = 0.706 eV
  average at filled geometry = 1.873 eV
  filled-side curvature part = 0.913 eV
  relaxation after removal = 0.207 eV
  empty eigenvalue = 2.072 eV
  empty minus level = -0.008 eV
  average at empty geometry = 2.255 eV
  empty-side curvature part = 0.182 eV
  relaxation after addition = 0.175 eV
  half-occupation eigenvalue = 2.024 eV
Transition +/0: level = 4.122 eV = 0.15148 hartree
  relaxed-path eigenvalue average = 4.122 eV
  filled eigenvalue = 4.715 eV
  filled minus level = 0.593 eV
  average at filled geometry = 3.923 eV
  filled-side curvature part = 0.792 eV
  relaxation after removal = 0.199 eV
  empty eigenvalue = 4.177 eV
  empty minus level = 0.055 eV
  average at empty geometry = 4.284 eV
  empty-side curvature part = 0.108 eV
  relaxation after addition = 0.162 eV
  half-occupation eigenvalue = 4.068 eV
One electron without self-interaction:
  filled eigenvalue = 1.673 eV
  thermodynamic level = 1.890 eV
  empty eigenvalue = 2.072 eV
Largest level shift on halving the grid step = 0.00044 eV
```
